# Ring radii, fringe number and electron affinity in photodetachment microscopy

## The exercise

A laser detaches electrons from negative ions in a weak uniform electric field. Each electron leaves a point source at the origin with kinetic energy $E$, feels a constant force $F$ along $+z$, and lands on a plane detector at $z=L$, at distance $\rho$ from the axis. The detector records rings.

Use Rydberg atomic units, $\hbar=2m=1$, with lengths in $a_0$ and energies in Ry. Then

$$H=p^2-Fz,\qquad \dot{\mathbf r}=2\mathbf p,\qquad \dot p_z=F,\qquad \mathbf j=2\,\mathrm{Im}(\psi^*\nabla\psi).$$

Assume isotropic (s-wave) emission, one detachment threshold, no magnetic field and no force from the neutral atom left behind. Neglect recoil, Doppler shift and source size.

**(a)** Find the classical paths from the source to a detector point, and their action difference.

**(b)** Derive the flux $j(\rho)$ far from the source, and relate it to the two paths.

**(c)** For $F=10^{-9}$ Ry/$a_0$ and $L=10^{10}\,a_0$, find the dark-ring radii and their number at $E=9.5\times10^{-6}$ and $6.0\times10^{-6}$ Ry.

**(d)** Now treat the two energies as unknown. Given the radii and the photon energies $h\nu_1=0.2500095$ Ry and $h\nu_2=0.2500060$ Ry, find the electron affinity $A$, first with $F$ known, then without it. How do errors in $F$ and in the radii enter?

These are round model parameters, not data for a particular atom.

## Hints

1. Eliminate the launch momentum in favour of the flight time $t$. Energy conservation becomes a quadratic equation for $t^2$.
2. The action at fixed energy is $S=\int\mathbf p\cdot d\mathbf r=\int 2p^2\,dt$.
3. Lateral momentum is conserved. Expand the wave in plane waves across the axis; a one-dimensional Airy problem remains for each.
4. In the far field, a detector point selects one lateral momentum.
5. Plot $\rho_n^2$ against the magnitudes of the Airy zeros. Where does the line cross zero?

## Solution

### (a) Two parabolas

Let $p_\rho$ and $p_z$ be the launch momenta. Integrating the equations of motion gives

$$\rho=2p_\rho t,\qquad L=2p_zt+Ft^2.$$

Solve for the momenta and insert them in $E=p_\rho^2+p_z^2$:

$$\rho^2+(L-Ft^2)^2=4Et^2.$$

With $r^2=\rho^2+L^2$, expansion gives

$$F^2t^4-2(2E+FL)t^2+r^2=0.$$

Define

$$a=E+\tfrac F2(L+r),\qquad b=E-\tfrac F2(r-L).$$

Then $a+b=2E+FL$ and $4ab=(2E+FL)^2-F^2r^2$, so

$$t^2=\frac{a+b\pm2\sqrt{ab}}{F^2},\qquad t_\pm=\frac{\sqrt a\pm\sqrt b}{F}.$$

There are two real paths when $b>0$. They merge at $b=0$, where $r=L+2E/F$. Subtracting $L^2$ from $r^2$ gives the classical edge

$$R^2=\frac{4E}{F}\left(L+\frac EF\right).$$

At the centre of the pattern, one electron starts towards the detector. The other starts away from it, turns at $z=-E/F$, where its kinetic energy vanishes, and returns.

For the action, use $p^2=E+Fz$ and $z(t')=2p_zt'+Ft'^2$:

$$S=2Et+2F\left(p_zt^2+\tfrac13Ft^3\right).$$

Since $2p_zt=L-Ft^2$, the middle term is $Ft(L-Ft^2)$, and

$$S=(2E+FL)t-\tfrac13F^2t^3.$$

Put $x=\sqrt a$ and $y=\pm\sqrt b$, so that $t=(x+y)/F$. Then

$$FS=(x^2+y^2)(x+y)-\tfrac13(x+y)^3=\tfrac23(x^3+y^3),$$

because the terms $x^2y+xy^2$ cancel. Hence

$$S_\pm=\frac{2}{3F}\left(a^{3/2}\pm b^{3/2}\right),\qquad
\Delta S=S_+-S_-=\frac{4b^{3/2}}{3F}.$$

This result holds at any $L$. It was tested by finding the paths with a root search and integrating their actions numerically. For a distant detector, $r-L=\rho^2/(r+L)\approx\rho^2/(2L)$, so

$$b\approx E-\frac{F\rho^2}{4L}.$$

In this limit $b$ is the energy left for motion along the field, since $p_\rho^2\approx F\rho^2/(4L)$.

### (b) The flux

**Reduction to one dimension.** Take a unit source, $(E-H)\psi=\delta^3(\mathbf r)$, and write

$$\psi=\int\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\boldsymbol\rho}g(z),\qquad
\left(\frac{d^2}{dz^2}+Fz+\varepsilon\right)g=\delta(z),$$

with $\varepsilon=E-k^2$. Let $\beta=F^{1/3}$ and $\xi=-\beta(z+\varepsilon/F)$. Away from the source, $d^2/dz^2=\beta^2d^2/d\xi^2$ and $Fz+\varepsilon=-\beta^2\xi$, which leaves Airy's equation $g''=\xi g$.

For $z\to-\infty$ the wave must decay, which selects $\mathrm{Ai}(\xi)$. For $z\to+\infty$ it must travel outwards, which selects $\mathrm{Ci}=\mathrm{Bi}+i\,\mathrm{Ai}$, since for large $x$

$$\mathrm{Ci}(-x)\approx\frac{e^{i(2x^{3/2}/3+\pi/4)}}{\sqrt\pi\,x^{1/4}}$$

and $x$ grows with $z$.

Let $\xi_0=-\varepsilon/F^{2/3}$ be the value of $\xi$ at the source. Continuity there gives $g=C\,\mathrm{Ai}(\xi_0)\mathrm{Ci}(\xi)$ for $z>0$ and $g=C\,\mathrm{Ai}(\xi)\mathrm{Ci}(\xi_0)$ for $z<0$. The delta function requires $dg/dz$ to jump by $1$. With the Wronskian $\mathrm{Ai}\,\mathrm{Ci}'-\mathrm{Ai}'\mathrm{Ci}=1/\pi$, the jump is $-\beta C/\pi$, so $C=-\pi/\beta$.

**Far field.** At the detector, $x=\beta(L+\varepsilon/F)$, and the phase of $\mathrm{Ci}$ expands as

$$\frac23F^{1/2}\left(L+\frac\varepsilon F\right)^{3/2}
=\frac23F^{1/2}L^{3/2}+\varepsilon T+O(L^{-1/2}),\qquad T=\sqrt{L/F}.$$

The part depending on $k$ is $-k^2T$. Completing the square,

$$\mathbf k\cdot\boldsymbol\rho-k^2T=\frac{\rho^2}{4T}-T\left(\mathbf k-\frac{\boldsymbol\rho}{2T}\right)^2.$$

The contributing region has width of order $T^{-1/2}$ and shrinks as $L$ grows. The factor $\mathrm{Ai}(\xi_0)$ may therefore be taken at $k=\rho/(2T)$, where $k^2=F\rho^2/(4L)$. The remaining Gaussian integral is $\pi/(iT)$. Collecting the moduli,

$$|\psi|^2=\left[\frac1{4\pi^2}\cdot\frac\pi\beta\cdot\frac1{\sqrt\pi(\beta L)^{1/4}}\cdot\frac\pi T\right]^2\mathrm{Ai}^2
=\frac{\beta^{1/2}}{16\pi L^{3/2}}\mathrm{Ai}^2,$$

where $T^2=L/\beta^3$ was used. The velocity at the detector is $2\sqrt{FL}=2\beta^{3/2}L^{1/2}$ to leading order. Multiplication gives

$$\boxed{\,j(\rho)=\frac{F^{2/3}}{8\pi L}\,
\mathrm{Ai}^2\!\left(-\frac{E-F\rho^2/(4L)}{F^{2/3}}\right)}$$

This is the leading result as $L\to\infty$ at fixed $E$ and lateral energy. It needs $L\gg F^{-1/3}$ and $L\gg E/F$, and with many fringes a stronger condition. The next term of $r-L=\rho^2/(2L)-\rho^4/(8L^3)+\dots$ changes $b$ by $\delta b=F\rho^4/(16L^3)$, which reaches about $E^2/(FL)$ at the edge. This shifts $\Delta S$ by $2\sqrt b\,\delta b/F$, at most of order $E^{5/2}/(F^2L)$, and the fringes sit where the formula puts them only if this phase is small. Numerical integration over $k$ tests it. At $\eta=E/F^{2/3}=9.5$, the largest deviation falls from $1.7\times10^{-2}$ of the peak flux at $LF^{1/3}=5\times10^3$ to about $4\times10^{-3}$ at $2\times10^4$. A fourfold distance thus reduces the error about fourfold.

**Weak-field check of the prefactor.** Let $s=F\rho^2/(4L)$, so $2\pi\rho\,d\rho=(4\pi L/F)\,ds$. When $E\gg F^{2/3}$, replace $\mathrm{Ai}^2(-u)$ by its fringe average $1/(2\pi\sqrt u)$. The total current is then

$$J\approx\frac1{2F^{1/3}}\int_0^E\frac{F^{1/3}\,ds}{2\pi\sqrt{E-s}}=\frac{\sqrt E}{2\pi}.$$

Without a field, $\psi=-e^{i\sqrt E\,r}/(4\pi r)$, and its current $4\pi r^2\cdot2\sqrt E/(16\pi^2r^2)$ has the same value. In this limit the field redistributes the electrons without changing the total rate.

**Connection with the paths.** Let $u=b/F^{2/3}$, with $b$ in its far-field form. For large $u$, $\mathrm{Ai}(-u)\approx\pi^{-1/2}u^{-1/4}\sin(\tfrac23u^{3/2}+\tfrac\pi4)$. Squaring,

$$\mathrm{Ai}^2(-u)\approx\frac{1+\sin(4u^{3/2}/3)}{2\pi\sqrt u}
=\frac{1+\cos(\Delta S-\pi/2)}{2\pi\sqrt u}.$$

This is the interference of two paths with equal weights. Their phase difference is the action difference less $\pi/2$, the phase associated with the caustic where paths merge. At the edge, $u=0$, the two-path expression diverges, while the Airy function stays finite and decays smoothly into the classically forbidden region.

### (c) Radii and number of rings

Let $-|a_n|$ be the zeros of $\mathrm{Ai}$. Dark rings occur at $u=|a_n|$:

$$\rho_n^2=\frac{4L}{F}\left(E-|a_n|F^{2/3}\right),\qquad n=1,2,\dots$$

The smallest $|a_n|$ gives the largest radius, so $n=1$ is the outermost ring. A ring exists if $|a_n|<\eta$.

In the two-path picture, darkness requires $\Delta S-\pi/2=(2n-1)\pi$, or $\Delta S=2\pi(n-\tfrac14)$. This gives

$$|a_n|\approx\left[\frac{3\pi(4n-1)}8\right]^{2/3}.$$

At the centre $\Delta S=4E^{3/2}/(3F)$, so the number of dark rings is

$$N=\left\lfloor\frac{2E^{3/2}}{3\pi F}+\frac14\right\rfloor.$$

In the far field, the detector distance sets the size of the pattern but not this number. The formula can miscount when $\eta$ lies between a true zero and its estimate; for the first ring that interval is $2.320$ to $2.338$. Elsewhere it counts correctly in the cases tested, the integer values of $\eta$ from 3 to 20.

**First energy.** Here $F^{2/3}=10^{-6}$ Ry, $\eta=9.5$ and $4L/F=4\times10^{19}\,a_0^2$/Ry. The outermost ring follows from

$$\rho_1^2=4\times10^{19}(9.5-2.33811)\times10^{-6}\,a_0^2=2.8648\times10^{14}\,a_0^2,$$

so $\rho_1=1.6926\times10^7\,a_0$, or $0.896$ mm. The classical edge is at $1.9494\times10^7\,a_0$.

The fringe formula gives $6.214+0.25=6.464$, hence six dark rings:

| $n$ | $\lvert a_n\rvert$ | two-path value | $\rho_n/(10^7a_0)$ |
|---|---|---|---|
| 1 | 2.3381 | 2.3203 | 1.6926 |
| 2 | 4.0879 | 4.0818 | 1.4713 |
| 3 | 5.5206 | 5.5172 | 1.2617 |
| 4 | 6.7867 | 6.7845 | 1.0418 |
| 5 | 7.9441 | 7.9425 | 0.7889 |
| 6 | 9.0227 | 9.0214 | 0.4370 |

The two-path estimate of $|a_n|$ is least accurate for the outermost ring, which lies nearest the caustic. Its error of $0.0179$ in $|a_1|$ changes that radius by a fraction $0.0179/(2\times7.162)\approx0.12\%$. The fractional change of a radius also depends on $\eta-|a_n|$: for ring 6 the much smaller error $0.00128$ gives $0.00128/(2\times0.477)\approx0.13\%$, because that ring lies close to the centre.

**Second energy.** Now $\eta=6$, and the fringe formula gives $3.119+0.25=3.369$. The three dark rings have radii $1.2103$, $0.8745$ and $0.4379$ in units of $10^7a_0$.

The minima of the numerically integrated flux at this detector distance agree with the ring formula to better than one part in $10^5$, as the numerical output shows. The interferometer itself is small: at the first energy the returning path goes back $E/F=9.5\times10^3\,a_0$, about one millionth of $L$.

### (d) From rings to affinity

**Reading $\eta$ from the rings.** The ring law is a straight line in $|a_n|$:

$$\rho_n^2=m(\eta-|a_n|),\qquad m=4LF^{-1/3}.$$

Its zero crossing is $\eta$. A common scale error in all radii, or an error in $L$, changes $m$ and leaves $\eta$ alone. Rings 1 and 6 suffice for an estimate. Dividing their two equations and solving for $\eta$,

$$\eta=\frac{|a_6|\rho_1^2-|a_1|\rho_6^2}{\rho_1^2-\rho_6^2}
=\frac{9.02265(28.648)-2.33811(1.909)}{28.648-1.909}\approx9.50,$$

with squared radii in $10^{13}a_0^2$. A least-squares line through all rings, using radii from the integrated wave as data, gives $\eta_1=9.499999$ and $\eta_2=5.999999$.

The numbering must start at the true outermost dark ring. The spacings of the $|a_n|$ provide a check: for correctly numbered rings,

$$\frac{\rho_1^2-\rho_2^2}{\rho_2^2-\rho_3^2}=\frac{4.08795-2.33811}{5.52056-4.08795}\approx1.22.$$

If the first ring were missed, the next three would give $1.4326/1.2661\approx1.13$.

**One photon energy, known force.** Energy conservation, $h\nu=A+E$, gives

$$A=h\nu_1-\eta_1F^{2/3}=0.2500095-0.0000095=0.2500000\ \text{Ry}.$$

The large photon energy comes from the laser measurement; the rings supply the small remainder. For fixed $\eta$, an error $\delta F$ produces

$$\delta A=-\frac23\eta F^{2/3}\frac{\delta F}{F}=-\frac23E\frac{\delta F}{F}.$$

If $F$ is taken $1\%$ too large, $A$ comes out too small by $6.3\times10^{-8}$ Ry. The energy per fringe gives a scale for this shift. Differentiating $2E^{3/2}/(3\pi F)$ with respect to $E$ gives $\sqrt E/(\pi F)$ fringes per unit energy, or $\pi F/\sqrt E=1.02\times10^{-6}$ Ry per fringe. The shift is about 6% of that.

**Two photon energies, unknown force.** Subtract $h\nu_i=A+\eta_iF^{2/3}$ for the two patterns:

$$F^{2/3}=\frac{h\nu_1-h\nu_2}{\eta_1-\eta_2}=\frac{3.5\times10^{-6}}{3.5}\ \text{Ry}=10^{-6}\ \text{Ry}.$$

Therefore

$$A=h\nu_1-\eta_1\frac{h\nu_1-h\nu_2}{\eta_1-\eta_2}=0.2500000\ \text{Ry}=3.401423\ \text{eV}.$$

Neither $F$ nor $L$ was needed, provided the force was the same in both exposures.

**Errors in the radii.** Let $x_n=|a_n|$, $y_n=\rho_n^2$ and $Q=\sum_n(x_n-\bar x)^2$, with bars denoting means over the $N$ rings. The unweighted least-squares line has

$$m=-\frac1Q\sum_n(x_n-\bar x)y_n,\qquad \eta=\bar x+\frac{\bar y}m.$$

Differentiate with respect to $y_n$, use $\bar y/m=\eta-\bar x$, and multiply by $dy_n/d\rho_n=2\rho_n$:

$$\frac{\partial\eta}{\partial\rho_n}=\frac{2\rho_n}m\left[\frac1N+\frac{(\eta-\bar x)(x_n-\bar x)}Q\right].$$

Independent radius errors of standard deviation $\sigma_\rho$ then give $\sigma_\eta^2=\sigma_\rho^2\sum_n(\partial\eta/\partial\rho_n)^2$. For $\sigma_\rho=2\times10^4a_0$, the one-photon error is $\sigma_A=F^{2/3}\sigma_{\eta_1}=6.6\times10^{-9}$ Ry.

For two photons, put $D=h\nu_1-h\nu_2$ and $g=\eta_1-\eta_2$. The derivatives of $A$ are $D\eta_2/g^2$ and $-D\eta_1/g^2$, so

$$\sigma_A=\frac D{g^2}\sqrt{\eta_2^2\sigma_{\eta_1}^2+\eta_1^2\sigma_{\eta_2}^2}=2.1\times10^{-8}\ \text{Ry}.$$

Random sampling of the radii agrees with both estimates within the 5% test tolerance. Removing $F$ raises the statistical error by a factor of $3.2$, because the line of $h\nu$ against $\eta$ must be extrapolated to $\eta=0$.

The two-photon route pays when $F$ is poorly known. Let $f$ be the relative standard uncertainty of $F$, independent of the radius errors. The routes are equally precise when

$$(6.6\times10^{-9})^2+(6.3\times10^{-6}f)^2=(2.1\times10^{-8})^2,$$

which gives $f\approx0.3\%$. These numbers belong to unweighted fits made separately for each pattern, which is not the best use of the data. Equal radius errors give unequal errors $2\rho_n\sigma_\rho$ in $y_n$; weighting for this lowers the two errors to $4.5\times10^{-9}$ and $1.6\times10^{-8}$ Ry. If $L$ is also the same in both exposures, the slope $m$ is common, and a joint fit lowers the two-photon error to $1.2\times10^{-8}$ Ry. The factor then becomes $2.6$ and the break-even $f\approx0.17\%$. These figures cover radius and field errors, not laser calibration or the effects neglected at the start.

## Variation 1: scanning the photon energy

*A small detector on the axis records the flux while the photon energy is varied. How does it yield the affinity?*

At $\rho=0$ the flux is proportional to $\mathrm{Ai}^2[-(h\nu-A)/F^{2/3}]$. It vanishes, to leading order in large $L$, at

$$h\nu_n=A+|a_n|F^{2/3}.$$

Each such energy marks the birth of a new dark ring at the centre. Below $|a_1|F^{2/3}=2.34\times10^{-6}$ Ry above threshold, there is no dark ring. Eliminating $F^{2/3}$ between two zeros $n$ and $q$ gives

$$A=\frac{|a_q|h\nu_n-|a_n|h\nu_q}{|a_q|-|a_n|}.$$

In the model, zeros 5 and 6 occur at $7.944\times10^{-6}$ and $9.023\times10^{-6}$ Ry above threshold. Their indices must be known, for example by counting from threshold.

## Variation 2: doubling the force

*Keep $E=9.5\times10^{-6}$ Ry and $L$ fixed, but double $F$. What happens to the pattern?*

The central action difference scales as $1/F$. The fringe formula therefore gives $6.214/2+0.25=3.357$, so three dark rings remain. For $L\gg E/F$ the classical edge scales as $F^{-1/2}$:

$$R=\frac{1.949\times10^7}{\sqrt2}\,a_0=1.378\times10^7\,a_0.$$

The new ratio is $\eta=9.5/2^{2/3}=5.985$, and the outermost dark ring lies at

$$\rho_1=R\sqrt{1-\frac{2.338}{5.985}}=1.076\times10^7\,a_0.$$

This $\eta$ is close to the value $6$ of the second pattern in (c), so the two patterns have nearly the same shape, though different sizes. The shape of a single pattern fixes $\eta$, not the energy. The missing scale can come from the force or from a second photon energy. If $L$ and the absolute radii are known, it can also come from the slope $m=4LF^{-1/3}$ of the ring line, which gives $F$.

## Numbers as computed

```
force F = 1.000e-09 Ry/a0; distance L = 1.000e+10 a0
model affinity A = 0.250000 Ry
Airy energy F^(2/3) = 1.000000e-06 Ry
Airy length F^(-1/3) = 1000.000 a0
far-law error, scaled L=5e3: 1.705e-02 of peak
far-law error, scaled L=2e4: 4.279e-03 of peak
Photon 1: 0.2500095 Ry; E = 9.500e-06 Ry
  input eta = 9.500000; fitted eta = 9.499999
  classical edge R = 1.949360e+07 a0
  upward path height E/F = 9.500e+03 a0
  central path phase/(2 pi) = 6.2136
  fringe formula before floor = 6.4636
  dark rings = 6; bright rings = 6
  energy per fringe = 1.0193e-06 Ry
  flux-law error at detector = 8.89e-06 of peak
  n, |a_n|, two-path value, formula rho/a0, integral rho/a0
  1 2.33811 2.32025 1.692559e+07 1.692560e+07
  2 4.08795 4.08181 1.471333e+07 1.471333e+07
  3 5.52056 5.51716 1.261656e+07 1.261656e+07
  4 6.78671 6.78445 1.041785e+07 1.041786e+07
  5 7.94413 7.94249 7.888895e+06 7.888895e+06
  6 9.02265 9.02137 4.369664e+06 4.369663e+06
Photon 2: 0.2500060 Ry; E = 6.000e-06 Ry
  input eta = 6.000000; fitted eta = 5.999999
  classical edge R = 1.549194e+07 a0
  upward path height E/F = 6.000e+03 a0
  central path phase/(2 pi) = 3.1188
  fringe formula before floor = 3.3688
  dark rings = 3; bright rings = 3
  energy per fringe = 1.2825e-06 Ry
  flux-law error at detector = 3.45e-06 of peak
  n, |a_n|, two-path value, formula rho/a0, integral rho/a0
  1 2.33811 2.32025 1.210271e+07 1.210272e+07
  2 4.08795 4.08181 8.745400e+06 8.745402e+06
  3 5.52056 5.51716 4.379224e+06 4.379222e+06
outer dark ring, photon 1 = 0.89566 mm
A, one photon and known F = 0.25000000000 Ry
A, two photons, F unknown = 0.25000000000 Ry
A, two photons = 3.40142328 eV
F inferred from two photons = 1.0000002e-09 Ry/a0
one-photon A shift for F +1% = -6.3228e-08 Ry
assumed radius error = 2.00e+04 a0 per ring
A error, one photon: 6.555e-09 Ry; sampled 6.544e-09 Ry
A error, two photons: 2.102e-08 Ry; sampled 2.075e-08 Ry
```
